# Price's relation, noise temperature and intervalley partition noise for hot carriers: verification in Python

```python
"""
Result under test: for independent carriers at fixed number and voltage,
    S_I(omega) = 4 e^2 n A D(omega) / L      (one-sided current noise),
    k T_n = e D / mu_diff,  mu_diff = d(v_drift)/d(field),
and for two valleys with randomizing collisions
    D = sum p_i D_i + p1 p2 (v1-v2)^2 tau_iv
        + p1 p2 (v1-v2)(tau1 v1 - tau2 v2).
p_i: valley occupation, v_i: valley drift velocity, tau_i: time between
collisions, tau_iv: intervalley relaxation time, D_i: valley diffusion.
Internal units of the two-valley model: micrometre, picosecond, kV/cm.
One um^2/ps equals one m^2/s.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

e, kB, me = const.e, const.k, const.m_e

# ---------- single valley, kinetic equation on a velocity grid ----------
# velocity unit sqrt(kT/m), time unit t0, field unit m*sqrt(kT/m)/(e*t0)
# The grid is periodic; its upper end lies far out in the exponential tail.
dv = 0.05
v_grid = np.arange(-8.0, 20.0 + dv / 2, dv)
size = v_grid.size
maxwell = np.exp(-v_grid**2 / 2)
maxwell /= maxwell.sum()
unit = np.eye(size)
slope = (np.roll(unit, 1, axis=1) - np.roll(unit, -1, axis=1)) / (2 * dv)


def generator(field, hardening):
    """Drift plus collisions obeying detailed balance at zero field."""
    g = 1 + hardening * v_grid**2
    collisions = np.outer(g * maxwell, g) - np.diag(g * np.sum(g * maxwell))
    return collisions - field * slope


def solve_zero_sum(gen, source):
    """Solve gen x = -source, with sum(source) = sum(x) = 0."""
    return np.linalg.solve(gen - np.outer(maxwell, np.ones(size)), -source)


def steady(gen):
    return np.linalg.solve(gen - np.outer(maxwell, np.ones(size)), -maxwell)


def drift(field, hardening):
    return v_grid @ steady(generator(field, hardening))


def correlation_diffusion(field, hardening):
    gen = generator(field, hardening)
    f0 = steady(gen)
    return v_grid @ solve_zero_sum(gen, (v_grid - v_grid @ f0) * f0)


h = 0.01
hard = 0.25
D_eq = correlation_diffusion(0.0, hard)
mu_eq = (drift(h, hard) - drift(-h, hard)) / (2 * h)
assert abs(D_eq / mu_eq - 1) < 2e-3      # grid error of order dv^2

F_hot = 2.0
gen_hot = generator(F_hot, hard)
f_hot = steady(gen_hot)
v_hot = v_grid @ f_hot
D_hot = correlation_diffusion(F_hot, hard)
q = 0.02
eigs = np.linalg.eigvals(gen_hot - 1j * q * np.diag(v_grid))
cloud = eigs[np.argmin(abs(eigs + 1j * q * v_hot))]
D_cloud = -cloud.real / q**2
assert abs(D_cloud / D_hot - 1) < 2e-3   # remainder of order q^2

mu_hot = (drift(F_hot + h, hard) - drift(F_hot - h, hard)) / (2 * h)
mu_response = v_grid @ solve_zero_sum(gen_hot, -slope @ f_hot)
assert abs(mu_response / mu_hot - 1) < 1e-3
assert abs(D_hot / mu_hot - 1) > 0.05    # Einstein relation is lost
# constant collision rate: k T_n = k T + m v_drift^2
F_soft = 0.7
assert abs(correlation_diffusion(F_soft, 0.0) - (1 + F_soft**2)) < 1e-4
assert abs((drift(F_soft + h, 0.0) - drift(F_soft - h, 0.0)) / (2 * h) - 1) < 1e-4

# ---------- two-valley model ----------
T = 300.0
mass = np.array([0.07, 0.35]) * me
gamma = np.array([4.0, 10.0])
w_back, w_max, E_c = 0.5, 5.0, 10.0
s2 = kB * T / mass * 1e-12


def model(E, scale=1.0):
    """Rates and derived formulas; scale multiplies both exchange rates."""
    w = scale * np.array([w_max * np.exp(-E_c / E), w_back])
    a = e * E * 1e5 / mass * 1e-18
    nu = gamma + w
    p = w[::-1] / w.sum()
    v = a / nu
    dv12 = v[0] - v[1]
    D_valley = (s2 + v**2) / nu
    tau_iv = 1 / w.sum()
    intra = p @ D_valley
    part = p[0] * p[1] * dv12**2 * tau_iv
    memory = p[0] * p[1] * dv12 * (v[0] / nu[0] - v[1] / nu[1])
    w_slope = w[0] * E_c / E**2
    v_slope = v / E - np.array([v[0] * w_slope / nu[0], 0.0])
    mu_intra = p @ v_slope
    mu_transfer = -dv12 * p[0] * p[1] * w_slope / w[0]
    D = intra + part + memory
    mu = mu_intra + mu_transfer          # (um/ps)/(kV/cm) = 10 m^2/(V s)
    return dict(w=w, a=a, nu=nu, p=p, v=v, D_valley=D_valley, tau_iv=tau_iv,
                intra=intra, part=part, memory=memory, D=D, vd=p @ v,
                mu_intra=mu_intra, mu_transfer=mu_transfer, mu=mu,
                Tn=e * D / (kB * mu * 10))


def D_omega(m, omega):
    """Frequency-dependent diffusion coefficient from the derived formula."""
    p, v, a = m["p"], m["v"], m["a"]
    alpha = [1 / (nu + 1j * omega) for nu in m["nu"]]
    beta = (a[0] * alpha[0] - a[1] * alpha[1]) / (1j * omega + 1 / m["tau_iv"])
    total = p[0] * p[1] * (v[0] - v[1]) * beta
    for i in range(2):
        total = total + p[i] * alpha[i] * (s2[i] + 2 * v[i]**2 - m["vd"] * v[i])
    return total.real


nodes, weights = np.polynomial.laguerre.laggauss(40)


def cloud_exponent(m, wave):
    """Growth exponent of <exp(i*wave*x)> from the renewal equation of flights."""
    w, nu, a = m["w"], m["nu"], m["a"]

    def secular(lam):
        flight = []
        for i in range(2):
            t = nodes / nu[i]
            phase = -lam * t + 0.5j * wave * a[i] * t**2 - 0.5 * wave**2 * s2[i] * t**2
            flight.append(np.sum(weights * np.exp(phase)) / nu[i])
        return ((1 - gamma[0] * flight[0]) * (1 - gamma[1] * flight[1])
                - w[0] * w[1] * flight[0] * flight[1])

    lam, step = 0j, 1e-5 / m["tau_iv"]
    for _ in range(14):
        deriv = (secular(lam + step) - secular(lam - step)) / (2 * step)
        lam = lam - secular(lam) / deriv
    return lam


def cloud_motion(m, wave):
    """Drift velocity and diffusion of the cloud, extrapolated to wave = 0."""
    l1, l2 = cloud_exponent(m, wave), cloud_exponent(m, 2 * wave)
    v1, v2 = l1.imag / wave, l2.imag / (2 * wave)
    d1, d2 = -l1.real / wave**2, -l2.real / (2 * wave)**2
    return (4 * v1 - v2) / 3, (4 * d1 - d2) / 3


E0 = 2.5
m0 = model(E0)
vd_cloud, D_two_cloud = cloud_motion(m0, 0.05)
assert abs(vd_cloud / m0["vd"] - 1) < 1e-5
assert abs(D_two_cloud / m0["D"] - 1) < 1e-5
assert abs((m0["intra"] + m0["part"]) / D_two_cloud - 1) > 1e-2
dE = 0.01
mu_cloud = (cloud_motion(model(E0 + dE), 0.05)[0]
            - cloud_motion(model(E0 - dE), 0.05)[0]) / (2 * dE)
assert abs(mu_cloud / m0["mu"] - 1) < 2e-3
# slow exchange: partition noise alone accounts for the excess
slow = model(E0, 0.01)
slow_ratio = (cloud_motion(slow, 0.0005)[1] - slow["intra"]) / slow["part"]
assert abs(slow_ratio - 1) < 5e-3
assert abs(model(0.05)["Tn"] / T - 1) < 1e-3

# ---------- current spectrum from simulated carrier motion ----------
rng = np.random.default_rng(12345)
devices, carriers, steps, dt, burn = 800, 25, 8192, 0.02, 250
L_um = 10.0
count = devices * carriers
valley = (rng.random(count) > m0["p"][0]).astype(int)
s = np.sqrt(s2)
velocity = s[valley] * rng.standard_normal(count)
acc = m0["a"][valley]
clock = rng.exponential(size=count) / m0["nu"][valley]
switch_prob = m0["w"] / m0["nu"]
current = np.empty((steps, devices))
for k in range(-burn, steps):
    velocity += acc * dt
    clock -= dt
    hit = np.flatnonzero(clock < 0)
    while hit.size:
        late = -clock[hit]
        old = valley[hit]
        new = np.where(rng.random(hit.size) < switch_prob[old], 1 - old, old)
        valley[hit] = new
        acc[hit] = m0["a"][new]
        velocity[hit] = s[new] * rng.standard_normal(hit.size) + acc[hit] * late
        clock[hit] = rng.exponential(size=hit.size) / m0["nu"][new] - late
        hit = hit[clock[hit] < 0]
    if k >= 0:
        current[k] = velocity.reshape(devices, carriers).sum(axis=1)
current *= e / (L_um * 1e-6) * 1e6       # ampere
current -= current.mean()
power = np.zeros(101)
for first in range(0, devices, 100):
    ft = np.fft.rfft(current[:, first:first + 100], axis=0)[:101]
    power += np.sum(abs(ft)**2, axis=1)
S_sim = 2 * dt * 1e-12 / steps * power / devices
omega = 2 * np.pi * np.arange(101) / (steps * dt)
prefactor = 4 * e**2 * carriers / (L_um * 1e-6)**2
S_formula = prefactor * D_omega(m0, omega)
low, mid = slice(1, 7), slice(30, 61)
ratio_low = S_sim[low].mean() / S_formula[low].mean()
ratio_mid = S_sim[mid].mean() / S_formula[mid].mean()
assert abs(ratio_low - 1) < 0.06         # about four standard errors
assert abs(ratio_mid - 1) < 0.03
excess_low = S_sim[low].mean() / (prefactor * m0["intra"])
assert excess_low > 1.10                 # intravalley noise is not enough

# ---------- worked sample ----------
n, area, length = 1e21, 1e-10, L_um * 1e-6
S_I = 4 * e**2 * n * area * m0["D"] / length
G_diff = e * n * area * m0["mu"] * 10 / length
Tn_sample = S_I / (4 * kB * G_diff)
T_chord = e * m0["D"] * E0 / (kB * m0["vd"] * 10)
E_zero = brentq(lambda E: model(E)["mu"], 2.5, 4.0)

print("SINGLE VALLEY, scaled units, rate factor 1+v^2/4")
print(f"equilibrium D, mobility: {D_eq:.4f}, {mu_eq:.4f}")
print(f"hot case field, drift velocity: {F_hot:.1f}, {v_hot:.4f}")
print(f"hot D from correlation, from cloud: {D_hot:.4f}, {D_cloud:.4f}")
print(f"hot differential mobility: {mu_hot:.4f}")
print(f"same from response formula: {mu_response:.4f}")
print(f"hot chord mobility v/F: {v_hot / F_hot:.4f}")
print(f"T_n/T with differential mobility: {D_hot / mu_hot:.3f}")
print(f"D/chord mobility: {D_hot * F_hot / v_hot:.3f}")
print("TWO VALLEYS")
print(f"lattice temperature: {T:.0f} K, field: {E0:.1f} kV/cm")
print(f"exit rates w1, w2: {m0['w'][0]:.4f}, {m0['w'][1]:.4f} 1/ps")
print(f"collision times tau1, tau2: {1/m0['nu'][0]:.4f}, {1/m0['nu'][1]:.4f} ps")
print(f"intervalley time: {m0['tau_iv']:.3f} ps")
print(f"occupations p1, p2: {m0['p'][0]:.4f}, {m0['p'][1]:.4f}")
print(f"valley drift v1, v2: {m0['v'][0]*1e3:.2f}, {m0['v'][1]*1e3:.2f} km/s")
print(f"mean drift velocity: {m0['vd']*1e3:.2f} km/s")
print(f"valley D1, D2: {m0['D_valley'][0]*1e4:.2f}, {m0['D_valley'][1]*1e4:.2f} cm^2/s")
print(f"intravalley part of D: {m0['intra']*1e4:.2f} cm^2/s")
print(f"partition part of D: {m0['part']*1e4:.2f} cm^2/s")
print(f"memory part of D: {m0['memory']*1e4:.2f} cm^2/s")
print(f"total D: {m0['D']*1e4:.2f} cm^2/s")
print(f"D from cloud spreading: {D_two_cloud*1e4:.2f} cm^2/s")
print(f"mobility, intravalley part: {m0['mu_intra']*1e5:.0f} cm^2/(V s)")
print(f"mobility, transfer part: {m0['mu_transfer']*1e5:.0f} cm^2/(V s)")
print(f"differential mobility: {m0['mu']*1e5:.0f} cm^2/(V s)")
print(f"chord mobility: {m0['vd']/E0*1e5:.0f} cm^2/(V s)")
print(f"slow exchange (rates/100), excess D/partition: {slow_ratio:.4f}")
print("SIMULATED CURRENT SPECTRUM")
print(f"low band: {omega[1]:.3f} to {omega[6]:.3f} rad/ps")
print(f"simulation/formula, low band: {ratio_low:.3f}")
print(f"simulation/intravalley only, low band: {excess_low:.3f}")
print(f"middle band: {omega[30]:.3f} to {omega[60]:.3f} rad/ps")
print(f"simulation/formula, middle band: {ratio_mid:.3f}")
print("SAMPLE")
print(f"density: {n*1e-6:.1e} cm^-3, area: {area*1e12:.0f} um^2")
print(f"length: {L_um:.0f} um, carriers: {n*area*length:.2e}")
print(f"mean current: {e*n*area*m0['vd']*1e6*1e3:.3f} mA")
print(f"current noise S_I: {S_I:.3e} A^2/Hz")
print(f"differential conductance: {G_diff*1e3:.4f} mS")
print(f"noise temperature: {Tn_sample:.0f} K")
print(f"value with chord mobility instead: {T_chord:.0f} K")
print("SCAN: field kV/cm; D, partition cm^2/s; mu' cm^2/(V s); T_n K")
for E in (1.0, 2.0, 3.0, 4.0):
    r = model(E)
    print(f"{E:.1f}; {r['D']*1e4:.1f}, {r['part']*1e4:.1f}; {r['mu']*1e5:.0f}; {r['Tn']:.0f}")
print(f"field where differential mobility vanishes: {E_zero:.3f} kV/cm")
print("all tests passed")
```

Printed output:

```
SINGLE VALLEY, scaled units, rate factor 1+v^2/4
equilibrium D, mobility: 0.5032, 0.5031
hot case field, drift velocity: 2.0, 0.7496
hot D from correlation, from cloud: 0.3806, 0.3806
hot differential mobility: 0.2612
same from response formula: 0.2612
hot chord mobility v/F: 0.3748
T_n/T with differential mobility: 1.457
D/chord mobility: 1.016
TWO VALLEYS
lattice temperature: 300 K, field: 2.5 kV/cm
exit rates w1, w2: 0.0916, 0.5000 1/ps
collision times tau1, tau2: 0.2444, 0.0952 ps
intervalley time: 1.690 ps
occupations p1, p2: 0.8452, 0.1548
valley drift v1, v2: 153.52, 11.96 km/s
mean drift velocity: 131.61 km/s
valley D1, D2: 216.36, 12.51 cm^2/s
intravalley part of D: 184.80 cm^2/s
partition part of D: 44.32 cm^2/s
memory part of D: 6.74 cm^2/s
total D: 235.86 cm^2/s
D from cloud spreading: 235.86 cm^2/s
mobility, intravalley part: 4800 cm^2/(V s)
mobility, transfer part: -2963 cm^2/(V s)
differential mobility: 1836 cm^2/(V s)
chord mobility: 5264 cm^2/(V s)
slow exchange (rates/100), excess D/partition: 1.0016
SIMULATED CURRENT SPECTRUM
low band: 0.038 to 0.230 rad/ps
simulation/formula, low band: 0.996
simulation/intravalley only, low band: 1.253
middle band: 1.150 to 2.301 rad/ps
simulation/formula, middle band: 0.996
SAMPLE
density: 1.0e+15 cm^-3, area: 100 um^2
length: 10 um, carriers: 1.00e+06
mean current: 2.109 mA
current noise S_I: 2.422e-23 A^2/Hz
differential conductance: 0.2942 mS
noise temperature: 1491 K
value with chord mobility instead: 520 K
SCAN: field kV/cm; D, partition cm^2/s; mu' cm^2/(V s); T_n K
1.0; 172.2, 0.0; 6249; 320
2.0; 204.4, 14.7; 3922; 605
3.0; 267.5, 78.8; 352; 8823
4.0; 295.5, 118.5; -613; -5592
field where differential mobility vanishes: 3.188 kV/cm
all tests passed
```
